# Why a separate write path extends tunnel-barrier endurance, and by how much

## 1. Definitions and conventions

A magnetic tunnel junction stores a bit in the relative orientation of two magnetic layers separated by a thin insulating barrier. Two cells are compared.

- In the **two-terminal cell**, the write current flows through the barrier. A write puts a voltage $V_w$ across it for a time $t_w$.
- In the **three-terminal cell**, the write current flows for a time $t_s$ along a metal line beneath the junction.

Both cells are read through the barrier, at voltage $V_r$ for a time $t_r$. One cycle is one write followed by $r$ reads. Endurance $N_F$ is the number of cycles after which a fraction $F$ of cells has suffered barrier breakdown. The endurance gain $G$ is the three-terminal endurance divided by the two-terminal endurance, at equal $F$ and equal $r$.

Voltages are magnitudes unless a sign is stated, and damage is assumed not to depend on polarity. At constant voltage the failed fraction follows a Weibull distribution,

$$F(t)=1-\exp\!\left[-\left(\frac{t}{\tau(V)}\right)^{\beta}\right],\qquad 
\tau(V)=t_{\rm ref}\left(\frac{V}{V_{\rm ref}}\right)^{-n}.$$

At $t=\tau$ the fraction is $1-e^{-1}$, or 63.2 %. The shape $\beta$ describes the spread of lifetimes, and the exponent $n$ is the power-law voltage acceleration. Both cells have the same barrier, area, temperature, $\beta$, $n$ and $t_{\rm ref}$.

The worked example uses round model parameters: $n=40$, $\beta=1.5$, $\tau=1$ s at 1 V, $V_w=0.70$ V, $V_r=0.35$ V, $t_w=t_r=5$ ns, $t_s=1$ ns, $r=100$ and $F=10^{-6}$.

## 2. How different stresses add

Reads and writes stress the barrier at different voltages, so a rule is needed for combining them. The assumption is that a barrier remembers its past through its failed fraction alone: after a change of voltage, ageing continues from the age that would have produced the same $F$ at the new voltage.

Let a time $t_1$ at $V_1$ be followed by $t_2$ at $V_2$, with lives $\tau_1$ and $\tau_2$. The equivalent age $s$ at $V_2$ satisfies

$$1-e^{-(s/\tau_2)^\beta}=1-e^{-(t_1/\tau_1)^\beta}
\quad\Longrightarrow\quad \frac{s}{\tau_2}=\frac{t_1}{\tau_1}.$$

After the second interval the age at $V_2$ is $s+t_2$, so

$$F=1-\exp\!\left[-\left(\frac{s+t_2}{\tau_2}\right)^\beta\right]
=1-\exp\!\left[-\left(\frac{t_1}{\tau_1}+\frac{t_2}{\tau_2}\right)^\beta\right].$$

Repeating the argument for each further interval gives

$$F=1-e^{-D^\beta},\qquad D=\sum_i\frac{t_i}{\tau(V_i)}.$$

The quantity $D$ is the accumulated damage, a pure number. If each cycle adds $d$, then $D=Nd$, and solving for $N$ gives

$$N_F=\frac{[-\ln(1-F)]^{1/\beta}}{d}.$$

The numerator is the same for both cells. Hence

$$G=\frac{d_2}{d_3},$$

where $d_2$ and $d_3$ are the damages per cycle of the two- and three-terminal cells. The chosen failed fraction cancels. So does the size of an array: for $M$ independent cells with equal workloads the survival probabilities multiply, $D^\beta$ becomes $MD^\beta$, and both endurances shrink by the same factor $M^{-1/\beta}$.

## 3. First contribution: writing through the barrier

One two-terminal write adds

$$d_w=\frac{t_w}{\tau(V_w)}=\frac{t_w}{t_{\rm ref}}\left(\frac{V_w}{V_{\rm ref}}\right)^n .$$

In this cell the current needed to switch the magnet fixes the barrier voltage through the junction resistance. A shorter write pulse, or a more certain write at the same pulse length, needs more current and hence more voltage. The damage per unit time grows as the $n$th power of that voltage.

In the example $\tau(0.70\ \text{V})=1.571\times10^{6}$ s, so

$$d_w=\frac{5\times10^{-9}}{1.571\times10^{6}}=3.18\times10^{-15}.$$

## 4. Second contribution: reading through the barrier

The reads in one cycle add

$$d_r=r\,\frac{t_r}{\tau(V_r)}=r\,\frac{t_r}{t_{\rm ref}}\left(\frac{V_r}{V_{\rm ref}}\right)^n .$$

This term is present in both cells. With $\tau(0.35\ \text{V})=1.727\times10^{18}$ s, one read adds $2.895\times10^{-27}$ and a hundred add $d_r=2.895\times10^{-25}$. In the two-terminal cell that is about $10^{-10}$ of the write damage.

Suppose first that the barrier sees no voltage during a three-terminal write. Then $d_2=d_w+d_r$ and $d_3=d_r$, so

$$G=\frac{d_w+d_r}{d_r}=1+\frac{d_w}{d_r}
=1+\frac{t_w}{r\,t_r}\left(\frac{V_w}{V_r}\right)^n .$$

The reference values $t_{\rm ref}$ and $V_{\rm ref}$ have cancelled. For the example,

$$G=1+\frac{1}{100}\,2^{40}=1.10\times10^{10}.$$

The factor $[-\ln(1-F)]^{1/\beta}$ is $1.00\times10^{-4}$ at $F=10^{-6}$. The endurances are therefore

$$N_2=\frac{1.00\times10^{-4}}{3.18\times10^{-15}}=3.14\times10^{10},\qquad
N_3=\frac{1.00\times10^{-4}}{2.895\times10^{-25}}=3.45\times10^{20}.$$

The gain formula was tested by ageing cells pulse by pulse with the equal-failure rule, using a gentler exponent $n=6$, a 0.8 V write and three 0.5 V reads of equal duration. The counted gain was 6.592, and the formula gives $1+(0.8/0.5)^6/3=6.592$.

### The two limits in the number of reads

Read and two-terminal write damage are equal when $d_r=d_w$, which happens at

$$r^*=\frac{t_w}{t_r}\left(\frac{V_w}{V_r}\right)^n,\qquad G=1+\frac{r^*}{r}.$$

For $r\ll r^*$ the gain is $r^*/r$: ten times more reads per write means ten times less gain. For $r\gg r^*$ the gain tends to 1, because reads wear out both barriers and removing the write stress hardly matters. Here $r^*=1.10\times10^{12}$.

| Reads per write | Gain |
|---|---|
| $1$ | $1.1\times10^{12}$ |
| $10^4$ | $1.1\times10^{8}$ |
| $10^8$ | $1.1\times10^{4}$ |
| $1.1\times10^{12}$ | $2$ |

The total number of reads has a ceiling of its own. With an unstressed write, the reads performed by the time of failure number

$$rN_3=[-\ln(1-F)]^{1/\beta}\,\frac{\tau(V_r)}{t_r}=3.45\times10^{22},$$

independently of $r$. A two-terminal cell that is never written has the same ceiling. The separate write path stops writes from using up this allowance; it does not enlarge it.

## 5. Third contribution: voltage left on the barrier during a line write

Diverting the current does not by itself remove the voltage. The write current produces a potential drop $V_L$ along the part of the line under the junction, while the top electrode is a good conductor at one potential. For a rectangular junction of length $L$ and a uniform line, the signed local barrier voltage (line minus top electrode) is

$$v(x)=V_c+V_L\frac{x}{L},\qquad -\frac L2<x<\frac L2,$$

where $V_c$ is the value at the centre. The tunnel current is taken to be too small to disturb the line potential.

### Averaging over an unevenly stressed barrier

Divide the barrier into $K$ equal, independent patches, any one of which can destroy the cell. Under uniform damage $D$ the whole survives with probability $e^{-D^\beta}$, so each patch must survive with probability $e^{-D^\beta/K}$. If the patches have different damages $D_k$, the survival probability is the product

$$\prod_k e^{-D_k^\beta/K}=\exp\!\left[-\frac1K\sum_kD_k^\beta\right]\;\longrightarrow\;\exp\!\left[-\langle D^\beta\rangle\right],$$

where the brackets denote the average over the area. The equal-failure rule of Section 2 is now applied to each patch separately, so that damage accumulates locally. With $D(x)=N\,d(x)$ the exponent is $N^\beta\langle d^\beta\rangle$, so the effective damage per cycle is

$$d_3=\left\langle d(x)^\beta\right\rangle^{1/\beta},\qquad d(x)=\frac{t_s}{\tau(|v(x)|)}+d_r .$$

The write and read terms are added point by point before averaging, so $d_3$ is not the sum of the separately averaged damages. For $\beta>1$ and an uneven write stress it is smaller: with the centre at 0.40 V, $V_L=0.20$ V and $r=3\times10^4$, the endurance is about 15 % larger than the simple sum would give. This rule was tested by sampling the first patch to fail, with the centre held at 0.40 V and enough reads for both terms to matter. At the cycle count where the formula predicts a failed fraction of 0.2, the sample gave 0.2011.

### Floating top electrode

If the top electrode is disconnected, it settles where the net tunnel current vanishes. Let the barrier be uniform, with a current density that is an increasing, odd function of $v$. At $V_c=0$ the currents at $x$ and $-x$ cancel. Raising $V_c$ raises the current everywhere, so $V_c=0$ is the only solution. The charging transient before this state is reached is neglected; if it briefly puts a high voltage on the barrier, its damage must be added, and it can dominate. In the example below, a centre voltage that jumps to 0.4 V and decays with a 10 ps time constant lowers the gain only from $1.10\times10^{10}$ to $1.03\times10^{10}$, but a jump to 0.5 V with the same decay lowers it to about $6\times10^{7}$, and a jump to 0.6 V decaying in 100 ps lowers it to about $1.2\times10^{4}$.

To isolate the write stress, set $d_r=0$. The average needed is that of $|v|^{m}$ with $m=n\beta$. Put $u=2x/L$, so that $|v|=(V_L/2)|u|$ and $u$ is uniformly distributed between $-1$ and $1$:

$$\langle |v|^m\rangle=\left(\frac{V_L}{2}\right)^m\frac12\int_{-1}^{1}|u|^m\,du
=\left(\frac{V_L}{2}\right)^m\frac{1}{m+1}.$$

Taking the power $1/\beta$ turns the exponent $m$ back into $n$:

$$d_{\rm float}=\frac{t_s}{t_{\rm ref}}\left(\frac{V_L}{2V_{\rm ref}}\right)^n(n\beta+1)^{-1/\beta}.$$

For $V_L=0.20$ V the largest local voltage is 0.10 V, and $d_{\rm float}=6.5\times10^{-51}$. Compared with the read damage of $2.9\times10^{-25}$ this is nothing, and without the transient the gain stays at $1.10\times10^{10}$. The unstressed-write formula is then an excellent approximation within the power law.

### Held top electrode

If circuitry fixes the top electrode's potential, $V_c$ need not vanish. Let the local voltage run from $v_1$ to $v_2$, both positive, with $v_2-v_1=V_L$. Since $v$ is uniformly distributed over this range,

$$\langle v^m\rangle=\frac{1}{v_2-v_1}\int_{v_1}^{v_2}v^m\,dv
=\frac{v_2^{m+1}-v_1^{m+1}}{(m+1)(v_2-v_1)}.$$

When $(v_1/v_2)^{m+1}\ll1$ the lower limit drops out, and

$$d_{\rm held}\approx\frac{t_s}{t_{\rm ref}}\left(\frac{v_2}{V_{\rm ref}}\right)^n\left[\frac{v_2}{(n\beta+1)V_L}\right]^{1/\beta}.$$

The highest local voltage sets the damage. The bracket accounts for the small part of the area that is near this voltage.

Take $V_c=0.40$ V, hence a range from 0.30 to 0.50 V. Then

$$d_{\rm held}\approx10^{-9}\times(0.50)^{40}\times\left(\frac{0.50}{61\times0.20}\right)^{2/3}=1.08\times10^{-22}.$$

This is about 370 times the read damage, although the line write lasts 1 ns and the hundred reads last 500 ns. The endurance falls to $9.2\times10^{17}$ writes and the gain to

$$G\approx\frac{3.18\times10^{-15}}{1.08\times10^{-22}}=2.9\times10^{7}.$$

These values take the line current to flow in the same direction in every write. If the direction alternates at fixed $V_c$, each end receives half the damage over twice the area, the write damage is multiplied by $2^{1/\beta-1}\approx0.79$, the endurance becomes $1.2\times10^{18}$ and the gain $3.7\times10^{7}$.

A uniform voltage equal to the centre value would underestimate the write damage by a factor of about $(0.50/0.40)^{40}\times0.119\approx900$.

A more severe case separates the roles of current and voltage. If the centre stays at 0.70 V, the local voltage reaches 0.80 V and the gain is 0.147. The three-terminal barrier then wears out about seven times sooner than the two-terminal one (about five times, gain 0.185, if the current direction alternates), despite its shorter write pulse and despite the write current flowing elsewhere. In this model the large gains come from lowering the barrier voltage; a shorter write pulse reduces the write damage only in proportion to its length. The separate current path makes a lower barrier voltage possible but does not guarantee it.

## 6. Weighing the contributions

The damages per cycle are:

| Contribution | Damage |
|---|---|
| Write through the barrier, 0.70 V | $3.2\times10^{-15}$ |
| Line write, held electrode, up to 0.50 V | $1.1\times10^{-22}$ |
| 100 reads, 0.35 V | $2.9\times10^{-25}$ |
| Line write, floating electrode, up to 0.10 V | $6.5\times10^{-51}$ |

For these parameters the order follows the highest voltage in each row. This is not a general rule: the reads overtake the held line write above about $3.7\times10^4$ reads per write, and at 100 reads a held line write peaking below about 0.43 V does less damage than the reads at 0.35 V. Within a row, durations and numbers of pulses enter linearly, while scaling all voltages by a common factor multiplies the damage by the fortieth power of that factor.

Once the write stress is gone, the read voltage is the main design variable. For $G\gg1$ the gain is proportional to $V_r^{-n}$, so a 1 % increase in $V_r$ divides it by $1.01^{40}\approx1.5$. With a floating electrode the gain is $7.7\times10^{15}$ at 0.25 V, $4.7\times10^{5}$ at 0.45 V, and only 5.8 at 0.60 V.

The gain formula can be inverted for the highest read voltage compatible with a wanted gain. Subtract 1, isolate the voltage ratio and take the $n$th root:

$$\left(\frac{V_w}{V_r}\right)^n=\frac{r\,t_r}{t_w}(G-1)
\quad\Longrightarrow\quad
V_r=V_w\left[\frac{t_w}{r\,t_r\,(G-1)}\right]^{1/n}.$$

For $G=10^6$ and $r=100$ this gives $V_r=0.70\times(10^{-8})^{1/40}=0.442$ V. The root $1/n$ makes this limit insensitive to the workload: a tenfold increase in reads lowers the permitted voltage by a factor $10^{-1/40}$, or about 6 %. The rule requires the line-write damage to be negligible, as it is here for a floating electrode.

## 7. How far the size of the gain can be trusted

The gain compares lives at 0.70 V and 0.35 V. The longer of these, about $10^{18}$ s, is beyond any measurement, so the result rests on extrapolation.

The exponent is the first uncertainty. Since $G\approx(t_w/rt_r)(V_w/V_r)^n$, changing $n$ by 10 changes $G$ by $2^{10}\approx10^3$: the gain is $1.1\times10^{7}$ for $n=30$ and $1.1\times10^{13}$ for $n=50$.

The form of the law is the second. Consider an exponential law with the same life and the same logarithmic slope at $V_w$. The power law has $d\ln(1/\tau)/dV=n/V$, equal to $n/V_w$ at $V=V_w$, so the matched law is

$$\frac{1}{\tau_{\exp}(V)}=\frac{1}{\tau(V_w)}\exp\!\left[n\left(\frac{V}{V_w}-1\right)\right].$$

Within 5 % of $V_w$ the two lives differ by only about 5 %. At the read voltage they differ greatly. With reads dominating the three-terminal damage,

$$G_{\exp}\approx1+\frac{t_w}{r\,t_r}\exp\!\left[n\left(1-\frac{V_r}{V_w}\right)\right]
=1+\frac{e^{20}}{100}=4.9\times10^{6}.$$

This is about 2300 times less than the power-law gain. The direction of the difference is general for $V_r<V_w$. With $x=V_r/V_w<1$,

$$\ln\frac1x=\int_x^1\frac{du}{u}>\int_x^1du=1-x,$$

because $1/u>1$ inside the interval. Hence $(V_w/V_r)^n>e^{n(1-V_r/V_w)}$, and the power law promises the larger gain. The figure $10^{10}$ is therefore a consequence of the chosen law and exponent.

## 8. The gain that can be used

Operations take time, which caps the gain in practice. A three-terminal cycle lasts $1+100\times5=501$ ns. Back-to-back operation of one cell for ten years allows $6.3\times10^{14}$ writes, far fewer than the $3.5\times10^{20}$ that the barrier model permits. The usable gain is

$$G_{\rm use}=\frac{\min(N_3,\,N_{\rm service})}{N_2}
=\frac{6.3\times10^{14}}{3.14\times10^{10}}\approx2.0\times10^{4}.$$

Under the same continuous workload the two-terminal cells reach one failure per million after 4.4 h. The formal three-terminal time, about $5.5\times10^6$ years, should be read as a statement that, in this model and at one failed cell per million, barrier breakdown no longer limits the service life.

This conclusion needs far less than the computed gain. At $F=10^{-6}$ per cell and $r=100$, any gain above $2.0\times10^4$ suffices, and for $n=40$ both the exponential law with a floating electrode and the power law with the electrode held at 0.40 V exceed it. Unlike $G$, the required gain $N_{\rm service}/N_2$ depends on the failure criterion, growing as $(M/F)^{1/\beta}$ for small $F$. For $F=10^{-12}$ per cell, or for an array of $10^6$ equally worked cells allowed a failure probability of $10^{-6}$, it is $2.0\times10^{8}$, which neither of those two cases reaches; for $10^9$ such cells it is $2.0\times10^{10}$, above even the floating power-law gain. The conclusion also depends on the exponent: with the life at 0.70 V unchanged, the exponential law with $n=25$ gives a gain of only $1+e^{12.5}/100\approx2.7\times10^3$, which is too little. By the inverted formula, the power law with $n=40$ and a floating electrode permits read voltages up to about 0.49 V before the barrier becomes limiting again within ten years.

Other failures are outside this accounting. If the metal line fails independently, the cell's survival probability is the product of the barrier and line survival probabilities, and so cannot exceed that of the line. Wear of the line therefore places an upper limit on the endurance, however large $G$ may be. Heating of the barrier by the line current would also break the assumption of equal temperatures, and read or write errors need a separate treatment. The computed values are collected in the numerical output.

## Table of computed values

```
Voltage exponent n: 40; Weibull shape beta: 1.5
Characteristic life: 1.0 s at 1.00 V
Two-terminal write: 0.70 V, 5.0 ns
Read: 0.35 V, 5.0 ns; reads/write: 100
Line write: 1.0 ns; drop under pillar: 0.20 V
Failed fraction for endurance: 1.0e-06
Characteristic life at write voltage: 1.571e+06 s
Characteristic life at read voltage: 1.727e+18 s
Damage of one two-terminal write: 3.183e-15
Damage of one read: 2.895e-27
Damage per two-terminal cycle: 3.183e-15
Damage per floating three-terminal cycle: 2.895e-25
Floating line-write damage alone: 6.453e-51
Weibull factor [-ln(1-F)]^(1/beta): 1.000e-04
Two-terminal endurance: 3.141e+10 writes
Three-terminal endurance, floating: 3.454e+20 writes
Endurance gain, floating: 1.100e+10
Reads allowed by barrier without writes: 3.454e+22
Crossover reads per write r*: 1.100e+12
Gain at 1.000e+00 reads per write: 1.100e+12
Gain at 1.000e+04 reads per write: 1.100e+08
Gain at 1.000e+08 reads per write: 1.100e+04
Gain at 1.100e+12 reads per write: 2.000e+00
Gain at read voltage 0.25 V: 7.697e+15
Gain at read voltage 0.45 V: 4.736e+05
Gain at read voltage 0.60 V: 5.763e+00
Gain with exponent n = 30: 1.074e+07
Gain with exponent n = 50: 1.126e+13
Highest read voltage for gain 1e+06: 0.442 V
Held electrode, centre voltage: 0.40 V
Held electrode, local voltage range: 0.30 to 0.50 V
Held electrode, line-write damage alone: 1.081e-22
Held electrode, endurance: 9.241e+17 writes
Held electrode, gain: 2.942e+07
Gain if centre stays at 0.70 V: 0.147
Gain with matched exponential law: 4.852e+06
Power-law gain / exponential-law gain: 2.266e+03
Two-terminal cycle time: 505.0 ns
Three-terminal cycle time: 501.0 ns
Two-terminal time to failed fraction: 4.41 h
Three-terminal time, floating: 5.487e+06 years
Writes that fit into ten years: 6.295e+14
Usable gain over ten years: 2.004e+04
Pulse-by-pulse test, n = 6: counted gain 6.592, formula 6.592
Weakest-patch test: sampled failed fraction 0.2011, predicted 0.2
```
